# Green's function decay in a gap and failed truncation in metals

## When may far elements of the Green's function be dropped?

A transport code must decide whether to keep all elements of the Green's function or only those within some radius. The Hamiltonian is sparse in both cases, but its inverse is generally full. In a spectral gap the far elements are exponentially small, so a radius can be chosen for a given absolute error. In a clean metal at an energy inside a band they generally are not, and no fixed radius keeps the truncated matrix an accurate inverse as the broadening goes to zero.

Let \(H\) be Hermitian in an orthonormal basis, with elements only between sites at most one hop apart. For a longer finite range, a hop is redefined as that range. The convention is

\[
G(z)=(z-H)^{-1}.
\]

Let \(a\) be the distance from the real energy \(E\) to the nearest eigenvalue \(\lambda\) of \(H\), and \(b>a\) the largest \(|E-\lambda|\). The whole spectrum counts, including surface and defect levels.

### Why a gap gives exponential decay

One factor of \(H\) moves an amplitude by at most one hop. A polynomial \(p(H)\) of degree below \(d\) therefore has no elements between site groups \(I\) and \(J\) that are \(d\) hops apart, and subtracting it leaves \(G_{IJ}\) unchanged:

\[
\|G_{IJ}\|=\|[G-p(H)]_{IJ}\|
\le \max_\lambda\left|\frac1{E-\lambda}-p(\lambda)\right|.
\]

The norm is the largest singular value. The inequality holds because a block cannot have a larger norm than its matrix, and the norm of a function of \(H\) is its largest magnitude on the spectrum.

The question is now how well a polynomial imitates \(1/(E-\lambda)\). Put \(y=(E-\lambda)^2\), which lies in \([a^2,b^2]\), and choose

\[
p(\lambda)=(E-\lambda)\frac{1-r(y)}{y},
\]

where \(r\) is a polynomial of degree \(m\) with \(r(0)=1\). The numerator vanishes at \(y=0\), so the division leaves a polynomial of degree \(m-1\) in \(y\), and \(p\) has degree \(2m-1\) in \(\lambda\). Since \(1/(E-\lambda)=(E-\lambda)/y\), the error is

\[
\left|\frac{(E-\lambda)r(y)}{y}\right|
=\frac{|r(y)|}{|E-\lambda|}\le\frac{\max|r|}{a}.
\]

A small \(r\) comes from the Chebyshev polynomial \(T_m\):

\[
r=\frac{T_m(x)}{T_m(x_0)},\quad
x=\frac{b^2+a^2-2y}{b^2-a^2},\quad
x_0=\frac{b^2+a^2}{b^2-a^2}.
\]

On the spectrum \(|x|\le1\), so \(|T_m(x)|\le1\). Outside that interval \(T_m(\cosh u)=\cosh(mu)\). Setting \(x_0=\cosh u\) and using \(x_0^2-1=4a^2b^2/(b^2-a^2)^2\) gives

\[
e^u=x_0+\sqrt{x_0^2-1}
=\frac{(b+a)^2}{b^2-a^2}=\frac{b+a}{b-a}.
\]

With \(q=e^{-u}\), \(1/\cosh(mu)=2/(q^{-m}+q^m)\le2q^m\). The choice \(m=\lfloor d/2\rfloor\) keeps the degree \(2m-1\) below \(d\), and hence

\[
\boxed{\|G_{IJ}(E)\|\le\frac2a\,q^{\lfloor d/2\rfloor},
\qquad q=\frac{b-a}{b+a}<1.}
\]

For \(d=0,1\) this follows directly from \(\|G\|=1/a\). No crystal symmetry was used, so disorder is allowed if the gap survives. For \(a\ll b\), \(\ln(1/q)\simeq2a/b\), and the guaranteed rate is about \(a/b\) per hop.

The rate cannot be improved from \(a\) and \(b\) alone. Take an infinite chain with alternating hoppings \(t_1<t_2\) at \(E=0\). Its Green's function contains

\[
\frac1{t_1+t_2e^{i\phi}}
=\frac{e^{-i\phi}}{t_2}\sum_{j\ge0}
\left(-\frac{t_1}{t_2}\right)^j e^{-ij\phi},
\]

so its elements fall by \(t_1/t_2\) per cell of two hops. Here \(a=t_2-t_1\) and \(b=t_2+t_1\), which gives \(q=t_1/t_2\), the same factor per two hops.

### The actual decay length in a nanotube

Zigzag carbon nanotubes \((n,0)\) show both behaviours with the same hopping. The model has one \(\pi\) orbital per atom, nearest-neighbour hopping of magnitude \(t=2.7\) eV and bond length 0.142 nm, both rough typical values. Energies are measured from midgap.

Each atom has two bonds to one neighbouring ring and one bond to the other. For a wave around the ring with phase step \(2\pi\nu/n\), the two bonds add to

\[
s_\nu=t\,|1+e^{2\pi i\nu/n}|=2t|\cos(\pi\nu/n)|.
\]

The remaining phase can be absorbed into the ring orbitals. Each \(\nu\) is then a separate chain with hoppings \(t,s\) and cell length \(c=1.5\times0.142=0.213\) nm. Its Bloch matrix is off-diagonal with element \(t+se^{ikc}\), up to sign and phase, so

\[
E^2=t^2+s^2+2ts\cos(kc).
\]

The half gap of the channel is \(\Delta=|t-s|\). Inside it, put \(kc=\pi+i\kappa c\), so that \(\cos(kc)=-\cosh(\kappa c)\). Then

\[
E^2=\Delta^2-2ts[\cosh(\kappa c)-1]
=\Delta^2-4ts\sinh^2(\kappa c/2),
\]
\[
\sinh^2\frac{\kappa c}{2}=\frac{\Delta^2-E^2}{4ts}.
\]

To see that \(\kappa\) governs \(G\), invert the two-by-two Bloch matrix. The element between like sites \(m\) cells apart is

\[
g(m)=\int_{-\pi}^{\pi}\frac{d\phi}{2\pi}\,
\frac{E\,e^{im\phi}}{E^2-t^2-s^2-2ts\cos\phi}.
\]

Write \(E^2-t^2-s^2=ts(\zeta+\zeta^{-1})\) with \(|\zeta|<1\). Summing two geometric series gives

\[
\sum_m\zeta^{|m|}e^{-im\phi}
=\frac{\zeta^{-1}-\zeta}{\zeta^{-1}+\zeta-2\cos\phi},
\]

and therefore

\[
g(m)=\frac{E}{ts}\,\frac{\zeta^{|m|}}{\zeta^{-1}-\zeta}.
\]

In the gap \(\zeta=-e^{-\kappa c}\), and the element decays as \(e^{-\kappa|m|c}\).

For the (10,0) tube the smallest gap belongs to \(\nu=3\) and 7, with \(s=3.174\) eV and \(\Delta=0.474\) eV. At \(E=0.2\) eV,

\[
\sinh^2\frac{\kappa c}{2}
=\frac{0.474^2-0.2^2}{4(2.7)(3.174)}=0.00539.
\]

This gives \(\kappa=0.689\) nm\(^{-1}\), a decay length of 1.45 nm. At midgap, where elements between like rings vanish and only those between unlike rings remain, it is 1.32 nm. Near the band edge it grows as \((\Delta^2-E^2)^{-1/2}\), so a radius chosen at one energy is too short closer to the edge.

For the infinite tube, the general bound needs \(a=0.474-0.2=0.274\) eV and \(b=3t+E=8.3\) eV. These give \(q=0.936\) and an allowed length \(c/\ln(1/q)=3.2\) nm. It is longer than the actual length because the bound knows neither the more distant band edge on the other side of the gap nor which channel supplies the extreme energy. A finite tube with open zigzag ends also has levels near midgap, which reduce \(a\) to 0.2 eV.

### Why the clean metal is different

In the (9,0) tube, channels \(\nu=3\) and 6 have \(s=t\), hence \(\Delta=0\). At \(E=0.2\) eV, \(k\) is real and \(|\zeta|\to1\) as the broadening vanishes. There is no evanescent factor:

\[
|g|=\frac{E}{2ts|\sin kc|}.
\]

Differentiating the dispersion gives \(E\,|dE/dk|=tsc\,|\sin kc|\). With \(\hbar v=|dE/dk|\), this becomes

\[
|g|=\frac{c}{2\hbar v}.
\]

For \(s=t\), \(E=2t\cos(kc/2)\) on the positive branch, so \(\hbar v=c\sqrt{t^2-E^2/4}=0.575\) eV nm and \(|g|=0.185\) eV\(^{-1}\) at any distance.

The norms below are for blocks between like rings. They come from dense inversion of 24 unit cells, each \(2c\) long, embedded in an infinite tube. The self-energies of the two half-infinite ends were found by iterative decimation, with broadening \(10^{-5}\) eV.

| Distance (nm) | (10,0) (1/eV) | Its bound (1/eV) | (9,0) (1/eV) |
|---|---|---|---|
| 2.13 | 0.0183 | 3.77 | 0.185 |
| 4.26 | 0.00422 | 1.95 | 0.185 |
| 8.52 | 0.000224 | 0.520 | 0.185 |

In more dimensions the wave also spreads. Along a direction in which some state at \(E\) has its group velocity, the amplitude typically falls only as a power of distance. Along a direction that no such velocity takes, for example straight across weakly coupled chains, it can still fall exponentially, but other directions keep the slow fall. A large radius can then make every dropped element small, yet the truncated matrix still fails as an inverse when the broadening vanishes, as the next section shows. Consider a square lattice with hopping \(-1\), unit spacing and \(E=-3\). For each transverse wave number \(k_y\), propagation along \(x\) is that of a chain with amplitude \(1/v_x\) and phase \(k_xx\). Differentiating \(-2\cos k_x-2\cos k_y=E\) twice at \(k_y=0\), where \(k_x'=0\), gives \(k_x''=-1/\sin k_x\). The Gaussian integral about this stationary phase is

\[
|G|\simeq\frac1{2\sin k_x}\frac1{2\pi}
\sqrt{\frac{2\pi\sin k_x}{x}}
=\frac{0.214}{\sqrt x},
\]

since \(\cos k_x=1/2\). This is the leading form at large distance along the axis.

### Why a better sparse inverse does not help

One might replace the truncated \(G\) by a fitted short-ranged matrix \(X\). Take a large periodic metal and a normalised Bloch state \(\psi\) of energy \(E\). At \(z=E+i\eta\), \(\psi^\dagger(z-H)=i\eta\psi^\dagger\), so

\[
\psi^\dagger[1-(z-H)X]=\psi^\dagger(1-i\eta X).
\]

The right side has length at least \(1-\eta\|X\|\). Hence

\[
\|1-(z-H)X\|\ge1-\eta\|X\|.
\]

A residual \(\epsilon<1\) needs \(\|X\|\ge(1-\epsilon)/\eta\). If the elements of \(X\) are at most \(g_{\max}\) and each row and column holds at most \(N\) of them, then \(\|X\|\le Ng_{\max}\), and

\[
N\ge\frac{1-\epsilon}{\eta g_{\max}}.
\]

With bounded elements, the number to be stored diverges as \(\eta\to0\). Cleanliness enters through that bound: in the wire, \(G\) itself has bounded elements. A localised state could instead supply a large \(\|X\|\) through a limited number of resonant elements of order \(1/\eta\). For an isolated, exponentially localised level, the radius needed for a given residual still grows, but only as \(\ln(1/\eta)\).

Residuals of single columns can mislead. For a uniform chain with hopping 1, \(E=0.999\) and \(\eta=0.001\), a least-squares column reaching 100 sites each way leaves a residual of 0.099 relative to the unit column. Used for every site, it gives an operator residual of 0.998. The small column error is spread over waves that \(z-H\) almost annihilates, and for such a wave the errors of all columns add largely in phase.

Plain truncation of the tubes shows the contrast in a single ring column. Cutting (10,0) at 2.13 and 4.26 nm leaves residual norms of 0.256 and 0.059. Applied to every column, the same cuts give operator residuals of about 0.36 and 0.08 in the gap channel, larger but falling at the same rate. For (9,0) both column residuals are 1.00. The cut leaves four unmatched amplitudes, two at each end, each of size \(tc/(2\hbar v)\). Their combined norm is \(\sqrt4\,tc/(2\hbar v)=tc/\hbar v=1.00\), for any cut radius of at least one ring.

### What to do in a calculation

**In a gap**, estimate \(\kappa\) at the energy nearest a band edge, then choose the radius. Reducing the exponential factor to \(10^{-6}\) in the (10,0) tube takes \(13.8\times1.45=20\) nm. With 20 atoms per length \(c\), about 3800 atoms lie within that distance on both sides. For a device shorter than 20 nm such truncation saves nothing.

The criterion must also fit the observable. A tunnelling current depends on the small element between the contacts. Dropping it makes a small absolute error in \(G\) but a 100% relative error in the current. Metallic contacts also put \(E\) into the spectrum of the complete system, so the global bound no longer applies. If \(g_D\) is the Green's function of the isolated gapped segment and \(\Sigma\) the contact self-energy, then

\[
G=g_D+g_D(\Sigma+\Sigma G\Sigma)g_D.
\]

The bracket acts only at the contacts. If \(E\) lies in a gap of the isolated segment, including its end states, the correction decays into the segment through both outer factors.

**In a clean metal**, keep \(H\) sparse and calculate the required blocks of \(G\) without assuming decay. Let \(H_0\) be a cell and \(U\) its coupling to the next. Eliminating the cells to the left gives

\[
g_1=(z-H_0-\Sigma_L)^{-1},
\]
\[
g_j=(z-H_0-U^\dagger g_{j-1}U)^{-1},
\]
\[
G_{1j}=G_{1,j-1}Ug_j,\qquad G_{11}=g_1.
\]

Here \(G_{1j}\) belongs to the system ending at cell \(j\). In the last cell \(\Sigma_R\) is also subtracted inside the inverse. The cost is one cell-sized inversion per cell. With \(\Gamma=i(\Sigma-\Sigma^\dagger)\), the transmission \(\mathrm{Tr}(\Gamma_LG_{1N}\Gamma_RG_{1N}^\dagger)\) of the 10.2 nm stretch of (9,0) is 1.9993 per spin, from two open channels. Truncation that removes \(G_{1N}\) returns zero.

Added broadening does create decay. To first order \(k\) gains an imaginary part \(\eta/\hbar v\), so the amplitude falls as \(e^{-\eta d/\hbar v}\). At \(\eta=1\) meV, a factor \(10^{-6}\) still takes 7.9 micrometres. A larger \(\eta\) shortens this distance but suppresses coherent transmission by the square of the same factor. The small deficit from 2 above is this effect: \(2(2\eta L/\hbar v)=0.0007\) for \(\eta=10^{-5}\) eV and \(L=10.2\) nm.

**Equilibrium density matrices** are more forgiving. Their off-diagonal elements are \(k_BT\sum_jG(\mu+i\omega_j)\), where \(\mu\) is the chemical potential and \(\omega_j=(2j+1)\pi k_BT\) runs over all integers \(j\). The smallest \(|\omega_j|\) acts as a broadening and sets the length \(\hbar v/(\pi k_BT)\). For (9,0) at 300 K and \(\mu=0.2\) eV it is 7.1 nm. It diverges as \(T\to0\), and it does not make the real-energy transmission short-ranged.

### How far real tubes depart from the model

Curvature gives a real (9,0) tube a small gap, roughly 0.08 eV. Represented by unequal hoppings, it lowers the velocity at 0.2 eV by 1 to 3%, depending on whether \(s\) is raised or lowered from \(t\), but at midgap the constant amplitude is lost: elements between like rings vanish, and those between unlike rings decay over 14 nm in one direction along the tube; in the other direction the nearly metallic channels give nothing, and the remaining channels decay over 0.2 to 0.5 nm. Scattering with a rough mean free path of 1 micrometre, represented by constant broadening, gives an amplitude length of 2 micrometres, far beyond the stretch treated here. For (10,0), electron interactions omitted from the model can widen the gap. An assumed widening by half, with \(E\) held at 0.2 eV, shortens the decay length from 1.45 to 0.95 nm if only \(s\) is raised, but only to 1.37 nm if both hoppings are scaled up by half. With the original gap, the nearer band edge is 10.6 \(k_BT\) away at 300 K. With the Fermi level at \(E\), the leading exponentials \(e^{-2\kappa L}\) and \(e^{-10.6}\) are equal at \(L\simeq7.7\) nm. Prefactors that depend on the contacts can shift the actual crossover by a few nanometres. In this model, thermally excited carriers can therefore compete with tunnelling at \(E\) from about 7 to 10 nm, depending on the contacts, and they dominate in longer barriers, and the energies near the band edge must be included.
